**Charged monolayer defect: energy against cell height and width**

The program studies a defect of charge ±e in a hexagonal cell of side L, height H and area A, neutralized by a uniform background. With K = e²/(4πε₀), the energy grows at the rate πK/(6A) when H alone increases, but tends to the isolated-defect energy when L and H increase in proportion. The layer is a sheet with in-plane screening length r₀, or a slab of finite thickness, and the defect is a Gaussian of width s. The program asserts agreement of the wavevector response with finite-volume Poisson solutions, of the unscreened energy with three-dimensional Ewald sums, and of the isolated sheet energy with a real-space integral. It also asserts the height-only slope, the order of the remainder under proportional growth, the logarithmic rise under width-only growth, and the displaced limit when H grows as L². For rough MoS₂-like parameters, the output shows a height-only energy reaching 29.1 eV at H = 122.9 nm, while the proportional energy is 0.469 eV against an isolated value of 0.486 eV. It also shows that extrapolation in 1/L from the two smallest cells misses the sheet's isolated energy by 0.21 eV, and that finite thickness changes the smallest cell's error from 0.056 to −0.211 eV.

## Verification by program

```python
"""
Charged defect in a periodic monolayer with a uniform neutralizing background.

Result under test: at fixed lateral side L the energy grows linearly with the
cell height H; if H/L is fixed and L grows, it tends to the isolated energy.
    E = pi*K*H/(6*A) + (pi*K/A) * sum_{G != 0} exp(-G^2 s^2) / Y(G)
    Y = G*tanh(G*H/2) + r0*G^2       for a thin polarizable sheet
K = e^2/(4 pi eps0), A = hexagonal cell area, G = in-plane wavevector,
s = Gaussian width of the defect charge, r0 = in-plane screening length.
A slab of finite thickness is also treated, to size what the sheet neglects.
Energies are in eV and lengths in nm; the defect charge is one e in magnitude.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import solve_banded
from scipy.optimize import brentq
from scipy.special import erfc, struve, y0

K = const.e / (4 * np.pi * const.epsilon_0) * 1e9
AREA_FACTOR = np.sqrt(3) / 2

# Rough values typical of monolayer MoS2, and a chosen defect width.
lattice = 0.32
thickness = 0.60
eps_plane = 15.0
eps_normal = 6.0
width = 0.20
binding = 4.0
r0 = thickness * (eps_plane - 1) / 2
SHEET = ("sheet", r0)
SLAB = ("slab", thickness / 2, eps_plane, eps_normal)


def shells(side, gmax):
    """Lengths and multiplicities of nonzero hexagonal reciprocal vectors."""
    unit = 4 * np.pi / (np.sqrt(3) * side)
    radius = gmax / unit
    m = int(2 * radius / np.sqrt(3)) + 1
    i = np.arange(-m, m + 1)
    norm = (i[:, None]**2 + i[:, None] * i[None, :] + i[None, :]**2).ravel()
    counts = np.bincount(norm[norm <= radius**2])
    counts[0] = 0
    n = np.nonzero(counts)[0]
    return unit * np.sqrt(n), counts[n]


def admittance(G, height, layer):
    """Y(G), defined by in-plane potential = sheet charge / (2 eps0 Y)."""
    if layer[0] == "sheet":
        return G * np.tanh(G * height / 2) + layer[1] * G**2
    _, half, ep, ez = layer
    outer = G * np.tanh(G * (height / 2 - half))
    inner = G * np.sqrt(ep * ez)
    t = np.tanh(G * np.sqrt(ep / ez) * half)
    return inner * (outer + inner * t) / (inner + outer * t)


def planar_length(height, layer):
    """Planar-average energy divided by pi*K/A."""
    if layer[0] == "sheet":
        return height / 6
    _, half, _, ez = layer
    inside = height / 6 * (1 - (1 - 2 * half / height)**3)
    return height / 6 - (1 - 1 / ez) * inside


def energy(side, height, layer=SHEET, s=width):
    G, count = shells(side, 5 / s)
    modes = np.sum(count * np.exp(-(G * s)**2) / admittance(G, height, layer))
    area = AREA_FACTOR * side**2
    return np.pi * K / area * (planar_length(height, layer) + modes)


def isolated(layer=SHEET, s=width):
    def integrand(G):
        return np.exp(-(G * s)**2) * G / admittance(G, np.inf, layer)
    return K / 2 * quad(integrand, 0, 6 / s, epsabs=1e-12, epsrel=1e-11,
                        limit=300)[0]


def ewald(aspect, eta=2.0):
    """Point-charge lattice energy in units K/L, by a 3D Ewald sum."""
    volume = AREA_FACTOR * aspect
    i, j, k = np.meshgrid(np.arange(-6, 7), np.arange(-6, 7),
                          np.arange(-6, 7), indexing="ij")
    R = np.sqrt(i**2 + i * j + j**2 + (aspect * k)**2).ravel()
    R = R[R > 1e-9]
    i, j, k = np.meshgrid(np.arange(-8, 9), np.arange(-8, 9),
                          np.arange(-40, 41), indexing="ij")
    G2 = (16 * np.pi**2 / 3 * (i**2 + i * j + j**2)
          + (2 * np.pi * k / aspect)**2).ravel()
    G2 = G2[G2 > 1e-9]
    total = np.sum(erfc(eta * R) / R)
    total += 4 * np.pi / volume * np.sum(np.exp(-G2 / (4 * eta**2)) / G2)
    total -= 2 * eta / np.sqrt(np.pi) + np.pi / (volume * eta**2)
    return total / 2


def finite_volume_admittance(G, height, layer, n=3200):
    """Solve Poisson's equation on the upper half cell, even about z = 0."""
    h = height / 2 / n
    middle = (np.arange(n) + 0.5) * h
    ep, ez = np.ones(n), np.ones(n)
    if layer[0] == "slab":
        ep[middle < layer[1]] = layer[2]
        ez[middle < layer[1]] = layer[3]
    diagonal = np.zeros(n + 1)
    cell_term = ez / h + ep * G**2 * h / 2
    diagonal[:-1] += cell_term
    diagonal[1:] += cell_term
    if layer[0] == "sheet":
        diagonal[0] += layer[1] * G**2
    bands = np.zeros((3, n + 1))
    bands[0, 1:] = -ez / h
    bands[1] = diagonal
    bands[2, :-1] = -ez / h
    source = np.zeros(n + 1)
    source[0] = 0.5
    return 0.5 / solve_banded((1, 1), bands, source)[0]


side0 = 6 * lattice
height0 = side0
area0 = AREA_FACTOR * side0**2
E_inf = isolated()
E_inf_slab = isolated(SLAB)

# Wavevector response against direct solution of the differential equation.
for layer in (SHEET, SLAB):
    for G in (0.5, 2.0, 6.0):
        numeric = finite_volume_admittance(G, height0, layer)
        assert abs(numeric / admittance(G, height0, layer) - 1) < 1e-4

# Planar energy against integration of the field to a zero-average potential.
n_grid = 96000
dz = height0 / 2 / n_grid
z_mid = (np.arange(n_grid) + 0.5) * dz
for layer in (SHEET, SLAB):
    eps = np.ones(n_grid)
    if layer[0] == "slab":
        eps[z_mid < layer[1]] = layer[3]
    field = 0.5 * (1 - 2 * z_mid / height0) / eps
    potential = np.concatenate(([0.0], -np.cumsum(field) * dz))
    mean = np.mean((potential[1:] + potential[:-1]) / 2)
    assert abs(-2 * mean - planar_length(height0, layer)) < 1e-6

# Assembled energy without layer screening against a 3D Ewald sum.
small = 0.01
for aspect in (1.0, 2.0, 4.0):
    assert abs(ewald(aspect, 2.0) - ewald(aspect, 3.0)) < 1e-9
    self_energy = K * np.sqrt(np.pi) / (4 * small)
    lattice_part = (energy(1.0, aspect, ("sheet", 0.0), small)
                    - self_energy) / K
    # The nonzero Gaussian width leaves a difference of order small**2.
    assert abs(lattice_part - ewald(aspect)) < 2e-3

# Isolated energy against a real-space integral over the screened potential.


def real_space_integrand(r):
    x = r / r0
    phi = K * np.pi / (2 * r0) * (struve(0, x) - y0(x))
    return 0.5 * r / (2 * width**2) * np.exp(-r**2 / (4 * width**2)) * phi


E_real = quad(real_space_integrand, 0, 14 * width, epsabs=1e-11, limit=300)[0]
assert abs(E_real - E_inf) < 1e-7

# Height-only growth: linear slope, also from Ewald sums and for the slab.
slope = np.pi * K / (6 * area0)
ewald_slope = ewald(5.0) - ewald(4.0)
assert abs(ewald_slope * K / side0**2 / slope - 1) < 1e-6
H1, H2 = 16 * height0, 32 * height0
slab_slope = (energy(side0, H2, SLAB) - energy(side0, H1, SLAB)) / (H2 - H1)
assert abs(slab_slope / slope - 1) < 2e-3
# Without the planar average the height-only energy saturates.
rest1 = energy(side0, H1) - slope * H1
rest2 = energy(side0, H2) - slope * H2
assert abs(rest2 - rest1) < 1e-9

# Proportional growth: the remainder after two terms must fall as L^-3.
m_one = ewald(1.0)
G_unit, count_unit = shells(1.0, 60.0)
csch_sum = np.sum(count_unit / np.sinh(G_unit / 2)**2)
second = np.pi * K * r0 / AREA_FACTOR * (1 - csch_sum)
remainders = [energy(L, L) - E_inf - K * m_one / L - second / L**2
              for L in (80.0, 160.0)]
remainder_ratio = remainders[0] / remainders[1]
assert 6.0 < remainder_ratio < 10.0

# The finite slab has the same 1/L coefficient as a cell without a layer.
scaled = [L * (energy(L, L, SLAB) - E_inf_slab) for L in (80.0, 160.0)]
slab_coefficient = 2 * scaled[1] - scaled[0]
assert abs(slab_coefficient - K * m_one) < 0.03

# An aspect ratio with zero lattice constant leaves an L^-2 error.
special = brentq(ewald, 2.0, 5.0, xtol=1e-10)
special_errors = [energy(L, special * L) - E_inf for L in (80.0, 160.0)]
assert 3.3 < special_errors[0] / special_errors[1] < 4.7

# Width-only growth: logarithmic divergence.
log_step = energy(160.0, height0) - energy(80.0, height0)
log_formula = K * np.log(2) / (height0 + 2 * r0)
assert abs(log_step - log_formula) < 5e-4

# Height proportional to area: a finite limit displaced from the isolated one.
b = 20.0
offset = np.pi * K / (3 * np.sqrt(3) * b)
gaps = [energy(L, L**2 / b) - E_inf - offset for L in (80.0, 160.0)]
assert abs(gaps[1]) < 0.03 and abs(gaps[1]) < 0.6 * abs(gaps[0])

# Electron well in the vacuum of a negative defect, checked by Fourier sum.
drop0 = np.pi * K * height0 / (2 * area0)
odd = np.arange(1, 200001, 2)
Gz = 2 * np.pi * odd / height0
drop_sum = 4 * np.pi * K / (area0 * height0) * np.sum(4 / Gz**2)
assert abs(drop_sum / drop0 - 1) < 1e-5
spill_height = binding * 2 * area0 / (np.pi * K)
hbar2_over_m = const.hbar**2 / const.m_e / const.e * 1e18
zero_point = 0.5 * np.sqrt(hbar2_over_m * 4 * np.pi * K
                           / (area0 * spill_height))
surface_field = 2 * np.pi * K / area0 * 10

print(f"K = e^2/(4 pi eps0): {K:.5f} eV nm")
print(f"Lattice constant: {lattice:.2f} nm; layer thickness: {thickness:.2f} nm")
print(f"Permittivity in plane, normal: {eps_plane:.0f}, {eps_normal:.0f}")
print(f"Screening length r0: {r0:.2f} nm; defect width s: {width:.2f} nm")
print(f"Starting side L and height H: {side0:.2f} nm, {height0:.2f} nm")
print(f"Starting cell area: {area0:.4f} nm^2")
print(f"Isolated energy, sheet: {E_inf:.4f} eV")
print(f"Isolated energy, real-space check: {E_real:.4f} eV")
print(f"Planar energy in starting cell: {slope * height0:.4f} eV")
print(f"Height-only slope dE/dH: {slope:.4f} eV/nm")
print("Energies in eV; factor multiplies the starting length(s)")
print("factor  length/nm  height-only  proportional  width-only")
for factor in (1, 2, 4, 8, 16, 32, 64):
    x = factor * side0
    print(f"{factor:4d} {x:10.2f} {energy(side0, x):12.4f}"
          f" {energy(x, x):12.4f} {energy(x, height0):12.4f}")
E1, E2 = energy(side0, height0), energy(2 * side0, 2 * height0)
print(f"1/L extrapolation from factors 1 and 2: {2 * E2 - E1:.4f} eV")
print(f"Its error against isolated energy: {2 * E2 - E1 - E_inf:.4f} eV")
print(f"Lattice constant m at H/L = 1: {m_one:.5f}")
print(f"Coefficient of 1/L: {K * m_one:.4f} eV nm")
print(f"Coefficient of 1/L from slab energies: {slab_coefficient:.4f} eV nm")
print(f"Coefficient of 1/L^2: {second:.3f} eV nm^2")
print(f"Remainder ratio, L = 80 to 160 nm: {remainder_ratio:.2f}")
print(f"Aspect ratio H/L with m = 0: {special:.4f}")
print(f"Errors there, L = 80, 160 nm: {special_errors[0]:.5f},"
      f" {special_errors[1]:.5f} eV")
print(f"Width-only rise, L = 80 to 160 nm: {log_step:.5f} eV")
print(f"Logarithmic formula for that rise: {log_formula:.5f} eV")
print(f"Path H = L^2/b, b = {b:.0f} nm, limit offset: {offset:.4f} eV")
print(f"Isolated energy, finite slab: {E_inf_slab:.4f} eV")
for factor in (1, 2, 4):
    x = factor * side0
    print(f"E - E_isolated, factor {factor}, sheet / slab:"
          f" {energy(x, x) - E_inf:.4f} /"
          f" {energy(x, x, SLAB) - E_inf_slab:.4f} eV")
print(f"Planar surface field, starting side: {surface_field:.2f} MV/cm")
print(f"Vacuum well depth, starting cell: {drop0:.3f} eV")
print(f"Rough electron binding energy: {binding:.1f} eV")
print(f"Height where well depth equals binding: {spill_height:.2f} nm")
print(f"Well zero-point energy at that height: {zero_point:.3f} eV")
print(f"Well depth, all lengths times 4: {drop0 / 4:.3f} eV")
print(f"Thermal energy at 300 K: {const.k * 300 / const.e:.4f} eV")
print("PASS")
```

Output:

```
K = e^2/(4 pi eps0): 1.43996 eV nm
Lattice constant: 0.32 nm; layer thickness: 0.60 nm
Permittivity in plane, normal: 15, 6
Screening length r0: 4.20 nm; defect width s: 0.20 nm
Starting side L and height H: 1.92 nm, 1.92 nm
Starting cell area: 3.1925 nm^2
Isolated energy, sheet: 0.4856 eV
Isolated energy, real-space check: 0.4856 eV
Planar energy in starting cell: 0.4534 eV
Height-only slope dE/dH: 0.2362 eV/nm
Energies in eV; factor multiplies the starting length(s)
factor  length/nm  height-only  proportional  width-only
   1       1.92       0.5413       0.5413       0.5413
   2       3.84       0.9948       0.4103       0.2976
   4       7.68       1.9016       0.3880       0.3101
   8      15.36       3.7154       0.4070       0.3858
  16      30.72       7.3429       0.4341       0.4772
  32      61.44      14.5979       0.4557       0.5726
  64     122.88      29.1080       0.4694       0.6690
1/L extrapolation from factors 1 and 2: 0.2793 eV
Its error against isolated energy: -0.2063 eV
Lattice constant m at H/L = 1: -1.49786
Coefficient of 1/L: -2.1569 eV nm
Coefficient of 1/L from slab energies: -2.1456 eV nm
Coefficient of 1/L^2: 21.565 eV nm^2
Remainder ratio, L = 80 to 160 nm: 8.06
Aspect ratio H/L with m = 0: 3.4845
Errors there, L = 80, 160 nm: 0.00316, 0.00082 eV
Width-only rise, L = 80 to 160 nm: 0.09652 eV
Logarithmic formula for that rise: 0.09672 eV
Path H = L^2/b, b = 20 nm, limit offset: 0.0435 eV
Isolated energy, finite slab: 0.5905 eV
E - E_isolated, factor 1, sheet / slab: 0.0557 / -0.2113 eV
E - E_isolated, factor 2, sheet / slab: -0.0753 / -0.1481 eV
E - E_isolated, factor 4, sheet / slab: -0.0976 / -0.1145 eV
Planar surface field, starting side: 28.34 MV/cm
Vacuum well depth, starting cell: 1.360 eV
Rough electron binding energy: 4.0 eV
Height where well depth equals binding: 5.65 nm
Well zero-point energy at that height: 0.138 eV
Well depth, all lengths times 4: 0.340 eV
Thermal energy at 300 K: 0.0259 eV
PASS
```
